# Oxide thickness from a photoemission ratio with two attenuation lengths

The thickness of an oxide film on silicon can be found from two photoemission lines, one from the oxide and one from the substrate. If the lines differ in kinetic energy, a choice has to be made before their intensity ratio is turned into a thickness: use one attenuation length for both lines and take a logarithm, or keep two lengths and solve an equation numerically. For the film treated below, the single-length formula gives 1.68 nm with one length and 2.26 nm with the other, while the two-length equation gives 1.97 nm. The mean of the two lengths happens to give 1.97 nm for this film too, but only near this thickness (it is within 1 percent from about 1.8 to 2.1 nm): with the same lengths and angle it reads 0.238 nm for a film of 0.208 nm and 5.99 nm for a film of 6.73 nm. The numerical road is safe if the equation has one root and a bracket is known that contains it. Both can be proved, and the same proof supplies a fast iteration.

## The equation for the thickness

Let a uniform oxide of thickness $d$ cover a thick substrate, and let electrons be collected at an angle $\theta$ from the surface normal. Write $\mu=\cos\theta$. Electrons are taken to travel in straight lines, so one that starts at depth $z$ has a path $z/\mu$ to the surface. Three lengths enter:

- $\lambda_o$, for electrons of the oxide line in the oxide;
- $\lambda_s$, for electrons of the substrate line in the oxide;
- $\lambda_b$, for electrons of the substrate line in the substrate.

The first two differ when the lines have different kinetic energies. Let $C_o$ and $C_s$ collect atomic density, cross section and analyser response for each line. The oxide signal is

$$I_o=C_o\int_0^d e^{-z/(\lambda_o\mu)}dz=C_o\lambda_o\mu\left[1-e^{-d/(\lambda_o\mu)}\right].$$

A very thick oxide gives $I_o^\infty=C_o\lambda_o\mu$. A substrate electron starting at depth $z$ below the interface crosses that much substrate and then the whole film:

$$I_s=C_s e^{-d/(\lambda_s\mu)}\int_0^\infty e^{-z/(\lambda_b\mu)}dz=C_s\lambda_b\mu\,e^{-d/(\lambda_s\mu)}.$$

The bare substrate gives $I_s^0=C_s\lambda_b\mu$. Define the measured ratio $R=I_o/I_s$, the reference ratio $R_0=I_o^\infty/I_s^0$ at the same angle, the reduced ratio $r=R/R_0$, and the path length through the film $s=d/\mu$. Division removes the constants:

$$r=e^{s/\lambda_s}\left(1-e^{-s/\lambda_o}\right). \tag{1}$$

The length $\lambda_b$ survives only inside $R_0=C_o\lambda_o/(C_s\lambda_b)$.

If $\lambda_o=\lambda_s=\lambda$, the right side is $e^{s/\lambda}-1$, and $s=\lambda\ln(1+r)$. With unequal lengths there is in general no such elementary inverse.

## One film by hand

Take the O 1s line of the oxide and the Si 2p line of the silicon below it, with $\lambda_o=2.6$ nm, $\lambda_s=3.5$ nm, $R_0=3.0$, $\theta=35^\circ$ and a reading $R=3.6$. Then $r=1.2$, $\mu=0.81915$, $\ln(1+r)=0.78846$ and $\ln r=0.18232$.

The equal-length formula, used once with each length, gives two trial paths:

$$a=2.6\times0.78846=2.0500\ \text{nm},\qquad b=3.5\times0.78846=2.7596\ \text{nm}.$$

To see on which side of the root they lie, take the logarithm of (1) and define, for a trial path $x$,

$$h(x)=\frac{x}{\lambda_s}+\ln\left(1-e^{-x/\lambda_o}\right)-\ln r .$$

The root is where $h=0$. At $x=a$ we have $e^{a/\lambda_o}=1+r$, so the bracketed factor is $r/(1+r)$. Its logarithm is $\ln r-\ln(1+r)$, and $\ln r$ cancels:

$$h(a)=\frac{2.0500}{3.5}-0.78846=-0.2027 .$$

At $x=b$ the first term is $0.78846$. The exponential is $e^{-2.7596/2.6}=0.3460$, so

$$h(b)=0.78846+\ln(0.6540)-0.18232=0.1815 .$$

The signs differ, so a root lies between. The left end is improved with a tangent, for which the slope is needed:

$$h'(x)=\frac1{\lambda_s}+\frac{e^{-x/\lambda_o}}{\lambda_o(1-e^{-x/\lambda_o})}
=\frac1{\lambda_s}+\frac1{\lambda_o(e^{x/\lambda_o}-1)} .$$

At $a$, $e^{a/\lambda_o}-1=r=1.2$, hence $h'(a)=0.2857+1/(2.6\times1.2)=0.6062$ per nm. The tangent crosses zero at

$$a_1=2.0500+\frac{0.2027}{0.6062}=2.384\ \text{nm}.$$

The right end is improved with the chord that joins the two points:

$$b_1=2.7596-0.1815\times\frac{0.7096}{0.1815+0.2027}=2.424\ \text{nm}.$$

The bracket has shrunk from 0.71 nm to 0.040 nm. Multiplication by $\mu$ places the thickness between 1.95 and 1.99 nm after one step. Repeating the step gives widths of $1.3\times10^{-4}$ nm and then $1.3\times10^{-9}$ nm. The root is $s=2.4054$ nm, and $d=\mu s=1.970$ nm.

Three things in this calculation need proof: that no second root exists, that the two starting values enclose the root for any lengths, and that neither the tangent nor the chord steps across it.

## One root, and a bracket for it

Call the right side of (1) $F(x)$, with $x$ in place of $s$. The oxide factor $1-e^{-x/\lambda_o}$ is positive and rises with $x$. The factor $e^{x/\lambda_s}$, which is the inverse of the substrate attenuation, also rises. Their product therefore rises strictly. It starts at $F(0)=0$ and grows without limit because $e^{x/\lambda_s}$ does. A continuous, strictly rising function takes each positive value once, so (1) has one root for every $r>0$, whichever length is larger.

The bracket follows from a second monotonicity. At fixed $x$, a larger $\lambda_s$ lowers $e^{x/\lambda_s}$, and a larger $\lambda_o$ lowers $1-e^{-x/\lambda_o}$. So $F$ falls when either length grows. Let $\lambda_{\min}$ and $\lambda_{\max}$ be the smaller and the larger of $\lambda_o$ and $\lambda_s$. Replacing both lengths by $\lambda_{\max}$ cannot raise $F$, and replacing both by $\lambda_{\min}$ cannot lower it. At the root, where $F=r$,

$$e^{s/\lambda_{\max}}-1\le r\le e^{s/\lambda_{\min}}-1 .$$

Add 1, take logarithms, and solve each inequality for $s$:

$$\lambda_{\min}\ln(1+r)\le s\le\lambda_{\max}\ln(1+r). \tag{2}$$

No search for a sign change is needed. The relative width of the bracket is set by the ratio of the two lengths.

## Why the tangent and the chord stay on their sides

Differentiate $h'$ once more. The first term is constant, and the second gives

$$h''(x)=-\frac{e^{x/\lambda_o}}{\lambda_o^2(e^{x/\lambda_o}-1)^2}<0 .$$

Thus $h$ rises and is concave for all positive lengths. The function $F$ itself lacks this uniform curvature. Two differentiations of $F=e^{x/\lambda_s}-e^{x(1/\lambda_s-1/\lambda_o)}$ give, at $x=0$,

$$F''(0)=\frac1{\lambda_s^2}-\left(\frac1{\lambda_s}-\frac1{\lambda_o}\right)^2=\frac1{\lambda_o}\left(\frac2{\lambda_s}-\frac1{\lambda_o}\right).$$

This is negative when $\lambda_s>2\lambda_o$, while at large $x$ the term $e^{x/\lambda_s}/\lambda_s^2$ dominates and $F''$ is positive. The logarithm removes that change of curvature.

Now let $[a,b]$ be any bracket with $a<s<b$. Taylor's formula about $a$, evaluated at the root, reads

$$0=h(a)+h'(a)(s-a)+\tfrac12h''(\eta)(s-a)^2,$$

with $\eta$ between $a$ and $s$. Divide by $h'(a)$ and insert the Newton value $a_1=a-h(a)/h'(a)$:

$$s-a_1=\frac{|h''(\eta)|}{2h'(a)}(s-a)^2\ge0 . \tag{3}$$

The new left end has not passed the root. It has moved right, because $h(a)<0$ and $h'(a)>0$.

For the chord, let $c(x)$ be the straight line that equals $h$ at $a$ and $b$. Choose a number $q$ so that $h(x)-c(x)-q(x-a)(x-b)$ vanishes at $x=s$ as well as at $a$ and $b$. A smooth function with three zeros has a second derivative that vanishes somewhere between them, at a point $\zeta$, so $h''(\zeta)=2q$. Since $h(s)=0$,

$$c(s)=-\tfrac12h''(\zeta)(s-a)(s-b)=-\tfrac12|h''(\zeta)|(s-a)(b-s).$$

The last sign follows from $h''=-|h''|$ and $s-b=-(b-s)$. The chord is still negative at the root. With chord slope $m>0$, its zero lies at $b_1=s-c(s)/m$, and

$$b_1-s=\frac{|h''(\zeta)|}{2m}(s-a)(b-s)\ge0 . \tag{4}$$

The new right end has not passed the root either, and it has moved left because $h(b)>0$.

Both $|h''|$ and $h'$ decrease with $x$. On $[a,b]$ the curvature is therefore at most $|h''(a)|$, and the slopes $h'(a)$ and $m$ are at least $h'(b)$. Put $K=|h''(a)|/[2h'(b)]$ and add (3) and (4):

$$b_1-a_1\le K(s-a)\left[(s-a)+(b-s)\right]=K(s-a)(b-a)\le K(b-a)^2 . \tag{5}$$

For the hand calculation, $|h''(a)|=2.2/(2.6^2\times1.2^2)=0.226$ nm$^{-2}$ and $h'(b)=0.489$ nm$^{-1}$, so $K=0.231$ nm$^{-1}$. The first bound in (5) is $0.231\times0.355\times0.710=0.058$ nm, and the width found was 0.040 nm.

Convergence from any starting bracket (2) also follows. The left ends rise and are bounded by $s$, so they have a limit. At that limit the Newton correction vanishes, which requires $h=0$; the limit is $s$. As the bracket shrinks, $K$ does not grow, so by (4) the right-hand error is multiplied at each step by a factor no larger than $K(s-a)$, which tends to zero.

## The method in general form

1. Form $r=R/R_0$ and require $r>0$.
2. Set $a=\lambda_{\min}\ln(1+r)$ and $b=\lambda_{\max}\ln(1+r)$.
3. While $b-a$ exceeds the chosen tolerance, compute $h(a)$, $h(b)$ and $h'(a)$ and replace both ends together:

$$a\leftarrow a-\frac{h(a)}{h'(a)},\qquad b\leftarrow b-\frac{h(b)(b-a)}{h(b)-h(a)} .$$

4. Take $s=(a+b)/2$ and $d=s\cos\theta$. Apart from rounding, the numerical error of $d$ is at most $\tfrac12(b-a)\cos\theta$.

If the lengths are equal, the initial bracket has zero width and step 3 is skipped. For thin films $1-e^{-x/\lambda_o}$ should be computed with a function made for $e^y-1$ at small $y$, since direct subtraction loses digits. A relative tolerance of $10^{-12}$ leaves room for rounding in double precision. The width of zero printed for the last step of the example means that the two ends agree as stored numbers.

The method was tested on 60 random films, with all three lengths between 0.5 and 5 nm, angles up to $60^\circ$ and thicknesses from 0.01 to 12 nm. Their ratios were made by numerical integration over depth. The largest relative error of the recovered path was $1.1\times10^{-13}$, and no case needed more than 5 steps. That count describes these cases and is not a general bound.

The equation has no positive root if background subtraction leaves $r\le0$. If the substrate line is lost in noise, the data give a lower limit for $d$ and no value. A root also does not prove that the film is uniform. If oxide islands cover a fraction $f<1$ of the surface, with no shadowing between them, then

$$r=\frac{f(1-e^{-s/\lambda_o})}{1-f+fe^{-s/\lambda_s}}<\frac{f}{1-f},$$

so even very thick islands give a finite $r$, which the method turns into a finite apparent thickness. By (2) it stays below $\mu\lambda_{\max}\ln[1/(1-f)]$, however thick the islands are.

## Very thin and thick films

For a very thin film let $u=s/\lambda_o$ and expand (1) to second order:

$$r=\left(1+\frac{\lambda_o}{\lambda_s}u\right)\left(u-\frac{u^2}{2}\right)+\dots
=u+\left(\frac{\lambda_o}{\lambda_s}-\frac12\right)u^2+\dots$$

Replacing $u^2$ by $r^2$ at this order gives

$$s=\lambda_o\left[r-\left(\frac{\lambda_o}{\lambda_s}-\frac12\right)r^2+\dots\right].$$

The leading term is $s=\lambda_or$. Since $R_0=C_o\lambda_o/(C_s\lambda_b)$, it equals $RC_s\lambda_b/C_o$: the oxide length cancels if $R_0$ is calculated from these constants. The ratio then counts oxide atoms that are almost unattenuated.

For a thick film, $e^{-s/\lambda_o}$ is small. The logarithm of (1) gives

$$s=\lambda_s\ln r-\lambda_s\ln(1-e^{-s/\lambda_o})\approx\lambda_s\ln r+\lambda_se^{-s/\lambda_o}.$$

The oxide signal has saturated, and the thickness is read from the fading substrate line. The length that matters has changed from $\lambda_o$ to $\lambda_s$. The example lies between the limits: its two attenuation factors are $e^{-s/\lambda_o}=0.396$ and $e^{-s/\lambda_s}=0.503$.

## How input errors reach the thickness

Write $g=h+\ln r$, so that the root satisfies $g(s,\lambda_o,\lambda_s)=\ln r$ and $g'=h'$. A change of $\ln r$ at fixed lengths gives $g'\,ds=d\ln r$. At fixed $r$, a change of $\lambda_s$ gives $g'\,ds-(s/\lambda_s^2)\,d\lambda_s=0$, and $\lambda_o$ is treated in the same way. Therefore

$$\frac{\partial d}{\partial\ln r}=\frac{\mu}{g'},\qquad
\frac{\partial d}{\partial\lambda_s}=\frac{\mu s}{\lambda_s^2g'},\qquad
\frac{\partial d}{\partial\lambda_o}=\frac{\mu s}{\lambda_o^2(e^{s/\lambda_o}-1)g'} .$$

Here $g'=0.538$ nm$^{-1}$, and the three values are 1.52 nm, 0.299 and 0.356. An uncertainty of 2 percent in $R$ gives $0.02\times1.52=0.030$ nm in $d$.

Equation (1) contains only the ratios $s/\lambda_s$ and $s/\lambda_o$. If both lengths are multiplied by one factor at fixed $r$, so is $d$. Lengths that are both 10 percent too long thus give a thickness 10 percent too large, here by 0.197 nm.

These derivatives hold $R_0$ fixed, as suits a measured reference. If $R_0$ is calculated with the same $\lambda_o$ while $C_o$, $C_s$ and $\lambda_b$ are held fixed, then $r\propto1/\lambda_o$. The derivative with respect to $\lambda_o$ gains $-1.52/2.6=-0.585$ and becomes about $-0.23$. Its sign has changed, so an error estimate must say where $R_0$ came from.

## The example beside a real film

The numbers describe the regime of a thin thermal oxide on silicon measured with an aluminium laboratory source. The electron kinetic energies are then roughly 0.95 keV for O 1s and 1.4 keV for Si 2p. The lengths and $R_0$ are rough typical values, and $R_0$ depends on the instrument. The oxidized Si 2p component must be separated from the substrate peak. For this material the usual measurement compares these two Si 2p components, whose kinetic energies differ by only a few eV, so that one length and the logarithmic formula suffice; the O 1s pair is used here as a case of unequal lengths. Real films break several assumptions. The shifts below are the reading minus the true thickness of 1.970 nm, with one effect present at a time.

- A carbon layer of 0.5 nm, given the same two lengths as the oxide, weakens O 1s more than Si 2p: $-0.090$ nm.
- Extra surface oxygen of $5\times10^{14}$ atoms per cm$^2$, equivalent to 0.113 nm of oxide, adds to O 1s: $+0.132$ nm.
- One atomic layer of interface silicon, 0.136 nm, missing from the substrate peak, with $\lambda_b=3.0$ nm: $+0.085$ nm.
- Half the area thinner by 0.3 nm and half thicker by 0.3 nm, compared with the mean thickness: $-0.018$ nm.
- A value of $R_0$ too small, so that $r$ is 20 percent high: $+0.291$ nm. Electron diffraction in the crystal, which changes the substrate signal with direction, is one possible source; the 20 percent is an assumed size.

Elastic scattering bends the paths and decides which kind of length belongs in (1). To size it, let 2.6 and 3.5 nm be inelastic mean free paths for the moment, and let a fraction $\omega=0.15$ of all collisions be elastic and isotropic in both materials. This albedo is a rough assumption. It stands for a transport albedo, in which many small real deflections count as one isotropic collision; for a mean scattering cosine near 0.9, the same transport path means that about 60 to 70 percent of all collisions are elastic. Measure depth in total mean free paths, $\tau=z/[\lambda(1-\omega)]$. Let the photoelectrons also start with equal probability in all directions. By reciprocity, the chance that an electron from depth $\tau$ leaves in the chosen direction is proportional to the fluence $\Phi(\tau)$ that a beam entering along that direction would produce:

$$\Phi(\tau)=e^{-\tau/\mu}+\frac{\omega}{2}\int_0^\infty E_1(|\tau-\tau'|)\Phi(\tau')d\tau' .$$

The first term is the unscattered beam. In the second, $\tfrac12E_1(t)=\tfrac12\int_0^1e^{-t/\nu}d\nu/\nu$ is the fluence at distance $t$ from a plane of isotropic emitters, with $\nu$ the cosine of the emission direction. Let $A_o$ and $A_s$ be the fractions of $\int_0^\infty\Phi\,d\tau$ that come from below the film, for the two lines. The ratio becomes $r=(1-A_o)/A_s$.

Inserting this ratio in (1) with the inelastic lengths gives a reading 0.221 nm too large. An effective length can instead be defined by the attenuation through a film of thickness $2d$, as $-2d/[\mu\ln A(2d)]$. This gives 2.317 nm for O 1s and 3.129 nm for Si 2p, and the error falls to $-0.014$ nm. The size of this residual depends on the thickness used in the definition: it is about $+0.025$ nm for $d/4$, $-0.026$ nm for $4d$, and zero by construction for $d$. In this model and for this film, effective attenuation lengths absorb most of the elastic effect for emission angles up to about $60^\circ$, where the residual stays near 0.02 nm or below, and there they are the lengths to use in (1). At grazing emission the attenuation is far from exponential: the residual is about $+0.11$ nm at $70^\circ$ and $+0.7$ nm at $80^\circ$. Real elastic scattering is peaked forward, and this narrows the usable range of angles. With a mean scattering cosine near 0.9 and the same transport mean free path, the shifts at $35^\circ$ change by 0.03 to 0.04 nm, but the residual grows to about $+0.11$ to $+0.16$ nm at $60^\circ$, where the uncorrected shift is about $+0.3$ nm, and to about $+0.35$ nm at $70^\circ$. The limit of $60^\circ$ belongs to the isotropic model; for a real film, angles nearer the normal are safer.

For the sizes assumed here, the reference ratio and the attenuation lengths matter more than a 2 percent uncertainty in $R$. The thickness should be reported as about 2.0 nm, with a possible systematic error of a few tenths of a nanometre. The further digits serve to check the arithmetic; they are listed in the numerical output below.

## Table of computed values

```
length in oxide, O 1s electrons: 2.6 nm
length in oxide, Si 2p electrons: 3.5 nm
length in silicon, Si 2p electrons: 3.0 nm
R0 = 3.0, R = 3.6, r = 1.2000 (no unit)
emission angle 35 deg, cosine 0.81915
ln(1+r) = 0.78846, ln r = 0.18232
step 0: s in [2.04998914, 2.75960076] nm, width 7.1e-01 nm
step 1: s in [2.38442845, 2.42438983] nm, width 4.0e-02 nm
step 2: s in [2.40537930, 2.40550532] nm, width 1.3e-04 nm
step 3: s in [2.40544576, 2.40544576] nm, width 1.3e-09 nm
step 4: s in [2.40544576, 2.40544576] nm, width 0.0e+00 nm
path length s = 2.40545 nm
oxide thickness d = 1.9704 nm
O 1s attenuation factor exp(-s/len_ox) = 0.39646
Si 2p attenuation factor exp(-s/len_sub) = 0.50295
R rebuilt by quadrature = 3.600000
d if both lengths = len_ox: 1.6793 nm
d if both lengths = len_sub: 2.2605 nm
slope g'(s) = 0.53837 1/nm
dd/d(ln r) = 1.5215 nm
dd/d(len_sub) = 0.2988, dd/d(len_ox) = 0.3557
d uncertainty for 2 percent in R: 0.0304 nm
random quadrature cases: 60
largest relative error of root: 1.1e-13
most steps needed: 5
reading minus true thickness, from neglected effects:
carbon layer 0.5 nm: -0.090 nm
oxygen density in oxide: 4.41e+22 cm^-3
extra oxygen 5e+14 cm^-2 = 0.113 nm oxide
extra oxygen: +0.132 nm
interface Si layer 0.136 nm: +0.085 nm
uneven by +-0.3 nm: -0.0182 nm
R0 used too small, r 20 percent high: +0.291 nm
both lengths 10 percent too long: +0.197 nm
elastic albedo 0.15; H function 1.0536
total signal, solver 0.93611, exact 0.93610
elastic, inelastic lengths used: +0.221 nm
effective lengths: O 1s 2.317 nm, Si 2p 3.129 nm
elastic, effective lengths used: -0.0140 nm
```
